Wilson loop of occupied projectors and the eigenvalues of projected position

## First half: parallel transport of the occupied space

### The result

Take independent electrons in a crystal of period a along x, at a fixed transverse wavevector κ. Let G = 2π/a, and let P(k) project onto the N occupied Bloch states at wavevector k along x. Divide one cycle of the zone into M steps, k_j = k0 + jG/M, and form

W_M(k0) = V P(k_M) P(k_{M−1}) … P(k_1) P(k_0).

The fixed diagonal matrix V, defined below, identifies k0 + G with k0. As M → ∞ this product tends to an operator W(k0), the Wilson loop, which is unitary on the occupied space at k0. Its eigenvalues e^{iθ_j}, j = 1 … N, depend neither on k0 nor on the basis chosen for the occupied states. With P the occupied projector of the whole crystal at this κ, the operator PxP has the eigenvalues

X = a(θ_j/2π + n), n any integer.

These are the hybrid Wannier centres: positions along x of states that are localized along x and remain Bloch waves in the transverse directions. The loop fixes each centre modulo a, since a translation by one cell turns an eigenfunction into another one.

### Conventions and assumptions

The orbitals are orthonormal, finite in number per cell, and position is diagonal in them: orbital α of cell R sits at Ra + τ_α. A Bloch state has the amplitudes

ψ_α(R) = e^{ik(Ra+τ_α)} u_α(k).

Inserting this into the eigenvalue equation and cancelling the phase at R = 0 gives the matrix acting on u,

H_αβ(k) = Σ_R e^{ik(Ra+τ_β−τ_α)} ⟨0α|H|Rβ⟩.

When k grows by G, the factor e^{iGRa} equals 1, and what remains is e^{−iGτ_α} on the left and e^{iGτ_β} on the right. Therefore, with V = diag(e^{iGτ_α}),

H(k+G) = V† H(k) V, P(k+G) = V† P(k) V. (1)

The range of P(k) will be called Occ(k). It has dimension N. The bands are assumed to be separated by a gap from the empty ones at every k of the cycle, and the hopping to have finite range. Then H(k) is infinitely differentiable, and so is

P(k) = ∮ dz/(2πi) [z − H(k)]^{−1},

where the contour encloses the occupied levels alone. Because of the gap, one contour serves in a neighbourhood of each k, and the resolvent on it can be differentiated as often as H(k). The gap is used for this purpose and to give "occupied" its meaning; from here on the argument involves P(k) alone.

### Transport without rotation

A prime denotes d/dk. Differentiating P² = P gives

P' = P'P + PP'. (2)

Multiplying (2) by P on both sides gives PP'P = 2PP'P, hence PP'P = 0. The change of P thus connects occupied with empty states.

Define K = P'P − PP' and let U(k,k0) solve

U' = K U, U(k0,k0) = 1. (3)

Since P and P' are Hermitian, K† = PP' − P'P = −K. Then (U†U)' = U†(K† + K)U = 0, and U is unitary. Next, PP'P = 0 gives

KP = P'P, PK = −PP', (4)

so that KP − PK = P'P + PP' = P'. It follows that

(U†PU)' = U†(K†P + P' + PK)U = U†(P' − KP + PK)U = 0.

At k = k0 the operator U†PU is P(k0). It keeps this value, and therefore

P(k) U(k,k0) = U(k,k0) P(k0). (5)

U carries Occ(k0) onto Occ(k). It does so without turning the vectors inside the occupied space: if φ(k) = U(k,k0)φ_0 with φ_0 in Occ(k0), then Pφ' = PKφ = PKPφ = −PP'Pφ = 0. This is parallel transport.

The same statement in a smooth frame u_n(k) of Occ(k) introduces the Berry connection. Write φ = Σ_n u_n c_n. The condition ⟨u_m|φ'⟩ = 0 becomes

c_m' + Σ_n ⟨u_m|u_n'⟩ c_n = 0.

With A_mn = i⟨u_m|u_n'⟩, we have ⟨u_m|u_n'⟩ = −iA_mn and c' = iAc. The solution is the path-ordered exponential of i∫A dk, with later k to the left.

### The limit of the product

Let δ = G/M. By Taylor expansion, and with (4) for the second line,

P(k+δ)P(k) = P + δP'P + O(δ²),

U(k+δ,k)P(k) = P + δKP + O(δ²) = P + δP'P + O(δ²).

On the right all operators are taken at k. The two agree to first order, so their difference has norm at most Cδ², with one constant C for the whole cycle, because P' and P'' are bounded on it.

Set A_j = P(k_{j+1})P(k_j) and B_j = U(k_{j+1},k_j)P(k_j). Since P² = P, the product A_{M−1}…A_0 is P(k_M)…P(k_0). By (5), each projector in B_{M−1}…B_0 can be moved to the right, which leaves U(k0+G,k0)P(k0). The difference of the products is the telescoping sum

Σ_j A_{M−1}…A_{j+1} (A_j − B_j) B_{j−1}…B_0.

Every factor has norm at most 1, so the sum is at most MCδ² = CG²/M. Multiplication by the unitary V changes no norm. Hence

W_M(k0) → W(k0) = V U(k0+G,k0) P(k0), (6)

with an error of order 1/M.

Relation (1) reads VP(k0+G) = P(k0)V. With (5) it gives W = V P(k0+G) U(k0+G,k0) = P(k0) V U(k0+G,k0), so W ends in Occ(k0), where it started. Moreover

W†W = P(k0) U† V† V U P(k0) = P(k0).

W preserves lengths in a finite-dimensional space that it maps into itself, so it is unitary there. On the full orbital space it is not unitary, since it annihilates the empty states. Without V the transported vectors lie in Occ(k0+G), which in general is a different subspace.

One limiting case fixes the sign. If the occupied state is a single isolated orbital at τ, then P is constant, U = 1 and W = e^{iGτ}. Its phase is θ = 2πτ/a, and the centre aθ/2π is τ, as it must be.

The gap condition matters here. If P(k) jumps at some k*, for instance because an occupied and an empty band cross there and exchange roles, the link across k* contains two different projectors however small δ is. When some occupied vector before the jump is not wholly occupied after it, that link shortens it by a fixed amount, and the limit is not unitary.

### Frame and base point

W_M was defined with projectors, so no frame enters. To obtain a matrix, let the columns of F_j be an orthonormal basis of Occ(k_j), and close the chain with F_M = V†F_0. Then P(k_j) = F_jF_j†, F_0†V = F_M†, and

F_0† W_M F_0 = (F_M†F_{M−1}) … (F_2†F_1)(F_1†F_0). (7)

A unitary change F_j → F_jg_j at an intermediate point inserts g_jg_j† = 1 and drops out. A change F_0 → F_0g_0 also changes F_M to F_Mg_0, and the matrix becomes g_0†(F_0†W_MF_0)g_0. The eigenvalues are unaffected, at every M and in the limit.

For a new base point k1, note that K(k+G) = V†K(k)V by (1). Hence V†U(k,k')V satisfies the equation and the initial condition of U(k+G,k'+G), and the two are equal. Going from k1 through k0 and k0+G to k1+G,

U(k1+G,k1) = V†U(k1,k0)V · U(k0+G,k0) · U(k1,k0)†.

Multiply by V from the left and by P(k1) from the right, and use U(k1,k0)†P(k1) = P(k0)U(k1,k0)†:

W(k1) = U(k1,k0) W(k0) U(k1,k0)†. (8)

The two loops are unitarily equivalent, and their spectra agree.

### Projected position

A normalizable occupied state of the infinite crystal can be written

ψ_α(R) = ∫ dk/G e^{ik(Ra+τ_α)} φ_α(k), Pφ = φ, φ(k+G) = V†φ(k), (9)

with k over one cycle. The last condition makes the integrand periodic, and Σ|ψ|² = ∫dk/G ‖φ‖². For differentiable φ, position acts through (Ra+τ_α)e^{ik(Ra+τ_α)} = −i∂_k e^{ik(Ra+τ_α)}. Integration by parts moves the derivative to φ with a change of sign; the boundary term vanishes by periodicity. Thus xψ belongs to iφ', and after projection

PxP: φ → iPφ'. (10)

To solve iPφ' = Xφ, write φ(k) = e^{−iX(k−k0)}U(k,k0)χ(k) with χ in Occ(k0). This is always possible, since U carries Occ(k0) onto Occ(k). The derivative has three terms. The first gives −iXφ; the second contains PKP = 0 after projection; the third is unchanged by P. Hence

iPφ' = Xφ + i e^{−iX(k−k0)} U χ'.

So χ' = 0, and χ is a constant vector φ_0. The closing condition φ(k0+G) = V†φ_0 becomes e^{−iXG}VU(k0+G,k0)φ_0 = φ_0, that is,

W(k0) φ_0 = e^{iXG} φ_0. (11)

Therefore XG = θ_j + 2πn, and division by G = 2π/a gives X = a(θ_j/2π + n).

These eigenfunctions are complete. Let f_j be orthonormal eigenvectors of W. Any φ allowed by (9) is a sum over j of e^{−iθ_j(k−k0)/G}U(k,k0)f_j times a periodic coefficient, whose Fourier series in e^{−ina(k−k0)} runs over the solutions found. They are orthonormal by the same Fourier series. PxP thus has a complete orthonormal set of eigenvectors, and its spectrum contains nothing else. In each eigenstate the mean position is ⟨ψ|x|ψ⟩ = ⟨ψ|PxP|ψ⟩ = X.

### What a finite product loses

The next order shows how the limit is reached. By (5), U(k+δ,k)†P(k+δ)P(k) = P U(k+δ,k)†P, with P at k. From (3), U = 1 + δK + ½δ²(K' + K²) + O(δ³). Here PKP = 0. Also K' = P''P − PP'', so PK'P = 0. By (4), PK²P = (PK)(KP) = −PP'²P. Hence

P U(k+δ,k)† P = P − ½δ² PP'²P + O(δ³). (12)

Each link is parallel transport preceded by a slight Hermitian contraction. Moving all the transports to the left gives, on Occ(k0),

W_M = W [1 − (δ/2) S + O(δ²)], S = ∮ U(k,k0)† P'² U(k,k0) dk, (13)

where S is restricted to Occ(k0) and is Hermitian and non-negative. For a nondegenerate eigenvalue w of W with unit eigenvector f, first-order perturbation theory and ⟨f|W = w⟨f| give w_M = w[1 − (δ/2)⟨f|S|f⟩ + O(δ²)]. For a degenerate eigenvalue, ⟨f|S|f⟩ is replaced by the eigenvalues of S restricted to the eigenspace, which are real because that restriction is Hermitian. In either case the first correction is a real factor. It lowers the modulus at order 1/M, while the phase, and with it the centre, is wrong at order 1/M².

The determinant follows from Tr S = ∮Tr(PP'²)dk. By (2), P'P = (1−P)P', so Tr(PP'²) = Tr(P'PP') = Tr[(1−P)P'²]. The two ends add up to Tr P'², so each is half of it, and

ln|det W_M| = −(δ/2) ∮ ½ Tr P'² dk + O(δ²). (14)

## Second half: a finite ring and the refinement of products

### What is taken over

The second derivation uses the definitions of the first half, but not its transport equation. P(k) is the occupied projector at k along x, Occ(k) its N-dimensional range, G = 2π/a, and V = diag(e^{iGτ_α}), with P(k+G) = V†P(k)V. The loop product is W_M(k0) = VP(k_M)…P(k_0) on a grid of step δ = G/M. Occupied states of the infinite crystal are represented by functions φ(k) as in (9). The result to be reached again is that W_M tends to a unitary W on Occ(k0), with eigenvalues e^{iθ_j} independent of frame and base point, and that PxP has the eigenvalues a(θ_j/2π + n).

Instead of derivatives of P, a bound on its change is assumed:

‖P(k) − P(k')‖ ≤ Λ|k − k'|. (15)

### An identity on a ring of M cells

Close M cells into a ring. The allowed wavevectors satisfy e^{ikMa} = 1; they are spaced by 2π/(Ma) = δ, and k0 = 0 is one of them. Position is not single-valued on a ring, but Z = e^{iδx} is, because e^{iδMa} = 1. Acting on a Bloch state,

e^{iδ(Ra+τ_α)} e^{ik(Ra+τ_α)} u_α = e^{i(k+δ)(Ra+τ_α)} u_α.

Z raises the wavevector by one step and leaves the vector u alone. The projector that follows then acts as P(k+δ). PZP therefore takes Occ(k_j) to Occ(k_{j+1}) by the link P(k_{j+1})P(k_j).

After M steps the wavevector is k0 + G, which on the lattice is the same as k0: since e^{iGRa} = 1, the vector u at k0+G describes the same wave as Vu at k0. This is how V arises here.

Let λ ≠ 0 be an eigenvalue of PZP, and φ_j the component of its eigenvector at k_j. Then

λφ_{j+1} = P(k_{j+1})φ_j for j = 0 … M−2, λφ_0 = V P(k_M) φ_{M−1}.

Successive insertion gives

λ^M φ_0 = W_M(k0) φ_0. (16)

Here φ_0 is not zero, since otherwise all components would vanish. Conversely, take an eigenvector f of W_M with eigenvalue w ≠ 0 and any of the M roots of λ^M = w. The components φ_j = λ^{−j}P(k_j)…P(k_0)f satisfy all M equations. The nonzero eigenvalues of PZP are thus the M-th roots of the nonzero eigenvalues of W_M, at every M.

Write λ = e^{iδX}. Since Mδ = G, (16) becomes e^{iGX} = w. The real part of X is a(arg w/2π + n), and its imaginary part is −ln|w|/G. The latter is not negative, because a product of projectors and a unitary matrix has |w| ≤ 1. A finite ring thus already shows the ladder of centres, with a small imaginary part that measures the contraction of the links.

The operator PZP contains neither a frame nor a starting point. Equation (16) could have been started at any other point of the grid with the same λ, so the nonzero spectrum of W_M is the same for all base points on the grid.

### Convergence by refinement

Consider an interval from k to k+h with intermediate points k = s_0 < s_1 < … < s_r = k+h. The aim is to compare the full product P(s_r)…P(s_0) with the single link P(s_r)P(s_0). Set Q = 1 − P and

T_i = P(s_r) P(s_i) P(s_{i−1}) … P(s_0).

T_{r−1} is the full product and T_0 the single link. Successive terms differ by

T_i − T_{i−1} = −P(s_r) Q(s_i) P(s_{i−1}) … P(s_0).

The norms of the two mismatches follow from (15). First, Q(s_i)P(s_{i−1}) = [P(s_{i−1}) − P(s_i)]P(s_{i−1}) has norm at most Λ(s_i − s_{i−1}). Likewise P(s_r)Q(s_i) = P(s_r)[P(s_r) − P(s_i)] has norm at most Λ(s_r − s_i). Since Q² = Q, both factors appear in the difference, and

‖T_{r−1} − T_0‖ ≤ Λ² Σ_i (s_r − s_i)(s_i − s_{i−1}) ≤ Λ² ∫_k^{k+h} (k+h−s) ds = ½Λ²h². (17)

The sum is below the integral because k+h−s decreases with s and is evaluated at the right end of each part.

Now take any partition of a longer interval, with steps h_j, and refine it. Replacing the links one at a time, with all other factors of norm at most 1, changes the product by at most ½Λ²Σh_j². Two different partitions are compared through their common refinement, and the two bounds add. If the largest step tends to zero, so does Σh_j², which is at most the largest step times the length of the interval. The products therefore converge to a limit T(k',k) that does not depend on how the interval from k to k' is divided. For one interval of length h, (17) gives

‖T(k+h,k) − P(k+h)P(k)‖ ≤ ½Λ²h². (18)

For the whole cycle with M equal steps, W = VT(k0+G,k0) and

‖W_M − W‖ ≤ ½Λ²Mδ² = Λ²G²/(2M). (19)

### Unitarity and base point

Let u lie in Occ(k). Then Q(k+h)u = [P(k) − P(k+h)]u has length at most Λh‖u‖, and

‖P(k+h)u‖² = ‖u‖² − ‖Q(k+h)u‖² ≥ (1 − Λ²h²)‖u‖².

After M steps with Λδ ≤ 1, the squared length has kept at least the fraction (1 − Λ²δ²)^M ≥ 1 − Λ²G²/M. This tends to 1, and no projector lengthens a vector. The limit preserves length. V maps Occ(k0+G) back to Occ(k0), so W is unitary on Occ(k0). The same argument shows that T(k,k0) maps Occ(k0) unitarily onto Occ(k), since both have dimension N.

For a base point k1 between k0 and k0+G, which need not lie on a common uniform grid, let A = T(k1,k0) and B = VT(k0+G,k1). Since the limit does not depend on the partition, k1 may be taken as one of its points, and

W(k0) = BA.

Starting at k1 instead, the last part of the path runs from k0+G to k1+G. There every projector is V†P(k)V, the inner factors VV† cancel, and the product is V†AV. Thus

W(k1) = V · V†AV · T(k0+G,k1) = AB.

In bases of Occ(k0) and Occ(k1), A and B are square, invertible matrices, and AB = A(BA)A^{−1}. The spectra are equal. Frames never entered; a basis for writing down W can conjugate its matrix but leaves the eigenvalues alone.

### From the ring to projected position

On the infinite crystal let Z_h = e^{ihx} with small h > 0. In the representation (9), multiplication by e^{ihx} replaces φ(k) by φ(k−h). For one lattice site, (e^{ihx} − 1)/(ih) tends to x as h → 0, which suggests obtaining PxP from P(Z_h − 1)P/(ih).

Take a unit eigenvector f of W(k0) with eigenvalue e^{iθ}, choose a real X with e^{iGX} = e^{iθ}, and define

φ(k) = e^{−iX(k−k0)} T(k,k0) f. (20)

This is the limit of the ring eigenvector. It closes correctly: T(k+G,k0) = V†T(k,k0)V·T(k0+G,k0) = V†T(k,k0)W, so the factor e^{iGX} from Wf cancels e^{−iXG}, and φ(k+G) = V†φ(k).

Since T(k,k0) = T(k,k−h)T(k−h,k0), we have φ(k) = e^{−iXh}T(k,k−h)φ(k−h). Replacing T by a single link with the help of (18), and solving for that link,

P(k)φ(k−h) = e^{iXh}φ(k) − r, ‖r‖ ≤ ½Λ²h². (21)

Hence P(Z_h − 1)P/(ih) turns φ into

[(e^{iXh} − 1)/(ih)] φ − r/(ih),

which tends to Xφ, with an error of order h.

It remains to show that the operator itself tends to PxP on this state. The function φ changes by at most a constant times h over a step h: (15) bounds φ(k−h) − P(k)φ(k−h), and (21) bounds P(k)φ(k−h) − φ(k). So ‖(Z_h − 1)ψ‖/h stays bounded as h → 0. Any finite part of the sum Σx²|ψ|² is the limit of the corresponding part of ‖(Z_h − 1)ψ‖²/h², so the whole sum is finite. Because |(e^{ihx} − 1)/(ih)| ≤ |x|, the limit may then be taken under the sum, and (Z_h − 1)ψ/(ih) → xψ. Therefore

PxPψ = Xψ, X = a(θ/2π + n).

Because T(k,k0) is unitary between the occupied spaces, the Fourier series in k used in the first half again shows that these eigenfunctions, for all j and n, are orthonormal and complete.

### What each derivation assumes

Both derivations assume independent electrons, a fixed κ, position diagonal in the orbitals, an occupied space of constant dimension, and the closing relation with V. Both use the Hamiltonian through P(k) alone. In both, the convergence to a unitary W fails if P(k) jumps on the cycle; the ring identity (16) uses no smoothness and still holds at each M. In an orbital model of a real crystal, position generally also has matrix elements between different orbitals; the centres found here are those of the diagonal position operator of the model.

They differ in the smoothness required. The transport equation with an error of order 1/M was derived with bounded first and second derivatives of P, and the expansion (12) also uses the third. The refinement argument needs the bound (15) and no derivative, so it also covers a projector with kinks.

They also deliver different things. Transport gives the Berry connection, the unitary equivalence (8) in terms of a differential equation, and the leading correction (13), from which it follows that centres converge faster than moduli. Refinement gives the explicit bound (19), independence of the partition, and the exact meaning of W_M at finite M as the M-th power of a projected phase on a ring. It does not by itself separate the errors in phase and modulus. Where P is smooth the two limits coincide, being limits of the same product: T(k,k0) = U(k,k0)P(k0).

### Worked example

Consider a square lattice with spacing s, hopping amplitude −t and one third of a flux quantum per plaquette. In Landau gauge the transverse phase κ per spacing is conserved, and each κ gives a chain along x with site energies −2t cos(κ + 2πj/3). The period is a = 3s, so G = 2π/(3s) = 2.0944/s. The lower two of the three bands are filled. Energies are in t and lengths in s.

At κ = 0.7 the sampled bands leave a gap from 0.166 t to 2.362 t. Integrating (3) from k0 = 0.1/s gives the loop phases 0.10292 and 3.95823 rad. The centres are

X_1 = 3s × 0.10292/6.28319 = 0.0491 s,

X_2 = 3s × 3.95823/6.28319 = 1.8899 s.

They lie near sites 0 and 2. Site 1 has the highest energy, because its cosine has the argument 0.7 + 2π/3, close to π. Without the hopping along x, with the site energies kept, P would be constant and the centres would sit on sites 0 and 2 themselves. If V is omitted, the smallest singular value of the transport, restricted to Occ(k0) at both ends, is 0.829 instead of 1.

The integral in (14) is 0.4652 s. For M = 10 the predicted modulus of the determinant is exp(−2.0944 × 0.4652/20) = 0.9525; the product of projectors gives 0.9527. From M = 80 to M = 160 the norm of W_M − W falls by the factor 0.5006, to 0.00212, and the larger of the two centre errors by the factor 0.2500, to 1.5 × 10⁻⁶ s. These are the orders 1/M and 1/M² that follow from (13).

The bound (19) can be compared with this. With one empty band, P' = |e⟩⟨v| + |v⟩⟨e|, where e is the empty state and v is occupied, so ‖P'‖² = ⟨v|v⟩ = ½Tr P'². Λ² is at least the mean of this over the cycle, 0.4652/2.0944 = 0.222 s². At M = 160 the bound is therefore at least 0.222 × 2.0944²/320 = 0.0030, above the error found.

Two sets of random frames at M = 40 give loop matrices that differ by 1.66 in norm, while the eigenvalues of each agree with those of the projector product at M = 40 to within 10⁻¹¹. Moving the base point to 0.9/s changes the operator W by 0.34 in norm and leaves both centres the same to the eight decimals printed. On a ring of 24 cells, the 48 eigenvalues of PZP within the occupied space are the 24th roots of the two loop eigenvalues, as (16) requires.

A further check avoids k altogether. Position is projected onto the occupied states of an open chain of 120 sites and diagonalized. The two eigenvalues in the central cell, less 60 s, are compared with the loop centres at five values of κ, three of which are

κ = 0.3: 0.0288 s and 1.7499 s

κ = 1.1: 0.0727 s and 1.9353 s

κ = 1.9: 0.3227 s and 1.9797 s

At all five, loop and chain agree to within 10⁻⁶ s. The open chain is not the infinite crystal of the derivation; the agreement shows that, in this model, its ends do not disturb the central cell at this accuracy. At κ = 0.7 the hybrid Wannier function built from (11), shifted by 20 cells, has mean position 60.0491 s and root-mean-square width 0.293 s. Its overlap with the corresponding eigenvector of the open chain is 1 to the eight decimals printed. The numerical check asserts the ring identity, the frame test, the equality of the loop eigenvalues at the two base points and the overlap (both to 10⁻⁷), the agreement with the open chain, the determinant prediction at M = 160, a norm-error ratio between 0.45 and 0.55 and a centre-error ratio below 1/3. The determinant at M = 10 is read from its printed table, and the comparison with the bound (19) is the hand calculation given above.

Values computed for the example and the checks

```
kappa = 0.70 rad, period a = 3 s, G = 2.094395 1/s
top of occupied bands  = 0.165811 t
bottom of empty band   = 2.362372 t
base point k0 = 0.10 1/s
loop phase 1 = 0.10292226 rad, centre = 0.04914176 s
loop phase 2 = 3.95822826 rad, centre = 1.88991478 s
smallest singular value without V = 0.829367
integral of (1/2) Tr P'^2 over cycle = 0.465214 s
M | norm error | |det W_M| | predicted | centre error (s)
 10 | 0.033261 | 0.952656 | 0.952451 | 3.794e-04
 20 | 0.016824 | 0.975962 | 0.975936 | 9.453e-05
 40 | 0.008454 | 0.987898 | 0.987895 | 2.361e-05
 80 | 0.004237 | 0.993929 | 0.993929 | 5.902e-06
160 | 0.002121 | 0.996960 | 0.996960 | 1.475e-06
norm error ratio, M=160 to M=80   = 0.5006
centre error ratio, M=160 to M=80 = 0.2500
two random frame sets: matrix change = 1.6610
two random frame sets: eigenvalue change < 1e-11: True
base point moved to 0.90 1/s: operator change = 0.3445
centres from new base point = 0.04914176, 1.88991478 s
ring of 24 cells: 48 eigenvalues, all M-th roots of loop
kappa (rad) | loop centres (s) | open-chain centres minus 60 s (s)
0.3 | 0.028839 1.749899 | 0.028839 1.749899
0.7 | 0.049142 1.889915 | 0.049142 1.889915
1.1 | 0.072726 1.935300 | 0.072726 1.935300
1.5 | 0.132716 1.955428 | 0.132716 1.955428
1.9 | 0.322657 1.979657 | 0.322657 1.979657
largest loop/open-chain difference below 1e-6 s: True
hybrid Wannier function: predicted centre = 60.049142 s
hybrid Wannier function: mean position    = 60.049142 s
hybrid Wannier function: rms width        = 0.292641 s
overlap with open-chain eigenvector       = 1.00000000
```
